\section*{Adiabatic heating of copper in oxide: the one-nanosecond test}

\section{What the adiabatic estimate gets wrong}

Take a copper line 20 nm wide and 40 nm high, embedded in silicon dioxide, and send a current density of $100\ \mathrm{MA/cm^2}$ through it for 1 ns. If all the Joule heat is assumed to stay in the copper, the line should warm by about 17 K. When heat conduction into the oxide is included, the rise is about 5 K. The adiabatic estimate is too large by a factor of 3.5, although a nanosecond seems short and oxide is a poor conductor of heat. For a copper film 1 µm thick, the same assumption over the same nanosecond is wrong by only about 2\%.

Two questions decide whether the estimate can be trusted: how far heat travels in the oxide during the pulse, and how much heat the oxide within that distance can hold compared with the metal.

\section{Back of the envelope}

Let $k$ be the thermal conductivity of the oxide, $C_{\rm ox}$ its heat capacity per volume and $D=k/C_{\rm ox}$ its diffusivity. The only length that can be formed from $D$ and the time $t$ is, up to a number,
\begin{equation}
\ell=\sqrt{Dt}.
\end{equation}
Rough room-temperature values are $k=1.4\ \mathrm{W/(m\,K)}$ and $C_{\rm ox}=2200\times730=1.606\times10^{6}\ \mathrm{J/(m^3K)}$. Then
\begin{equation}
D=\frac{1.4}{1.606\times10^{6}}=8.72\times10^{-7}\ \mathrm{m^2/s},
\qquad
\ell=\sqrt{8.72\times10^{-7}\times10^{-9}}\ \mathrm{m}\approx 30\ \mathrm{nm}.
\end{equation}
The prefactor is a convention. With $2\sqrt{Dt}$ the answer would be 59 nm, so the quoted 30 nm has a meaning only together with its definition.

Now compare heat capacities. Per unit length of line, the metal has capacity $C_mA$, where $A$ is its cross-section and $C_m$ its heat capacity per volume, set to $3.45\times10^{6}\ \mathrm{J/(m^3K)}$ for copper in this example. An oxide shell of thickness $\ell$ on a perimeter $P$ has capacity of about $C_{\rm ox}\ell P$. Their ratio is
\begin{equation}
x=\frac{C_{\rm ox}}{C_m}\,\ell\,\frac{P}{A}.
\label{eq:x}
\end{equation}
If metal and shell simply shared the heat at one temperature, the metal would reach a fraction $1/(1+x)$ of its adiabatic rise.

For a rectangle of width $w$ and height $h$, $P/A=2(w+h)/(wh)=2(1/w+1/h)$. The narrow line has $P/A=2(1/20+1/40)=0.15\ \mathrm{nm^{-1}}$, so
\begin{equation}
x_{\rm line}=\frac{1.606}{3.45}\times29.5\times0.15\approx2.06,
\qquad \frac1{1+x}\approx0.33.
\end{equation}
A wide film of thickness $d=1000$ nm with oxide on both faces has $P/A=2/d=0.002\ \mathrm{nm^{-1}}$, so
\begin{equation}
x_{\rm film}=\frac{1.606}{3.45}\times29.5\times0.002\approx0.0275,
\qquad \frac1{1+x}\approx0.97.
\end{equation}
The product $\ell P$ leaves out the oxide beyond the four corners of the narrow line. Even without it, the shell can hold twice as much heat as the line itself, whereas the oxide within $\ell$ of the film can hold hardly any in comparison with the film. The diffusion length is the same in both cases. What differs is $P/A$, which is governed by the smallest dimension: a line 20 nm wide and 1000 nm high would still have $x\approx1.4$.

\section{Controlled derivation}

\subsection{What happens at the depth $\ell$}

Let $T$ denote the rise above the initial temperature, and $z$ the distance into a flat oxide layer. Energy conservation, $C_{\rm ox}\partial_tT=-\partial_zq$, and Fourier's law, $q=-k\,\partial_zT$, give for constant $k$
\begin{equation}
\frac{\partial T}{\partial t}=D\frac{\partial^2T}{\partial z^2}.
\label{eq:heat}
\end{equation}
Suppose the face $z=0$ is suddenly raised by $T_0$ and held there. No length other than $\ell$ is available, so try $T=T_0f(\eta)$ with $\eta=z/\sqrt{Dt}$. Since $\partial_t\eta=-\eta/(2t)$ and $(\partial_z\eta)^2=1/(Dt)$, equation (\ref{eq:heat}) becomes
\begin{equation}
-\frac{\eta}{2}f'=f''
\quad\Rightarrow\quad f'=-a\,e^{-\eta^2/4}.
\end{equation}
The conditions $f(0)=1$ and $f(\infty)=0$ require $a\int_0^\infty e^{-\eta^2/4}d\eta=a\sqrt\pi=1$. Hence
\begin{equation}
T=T_0\,\mathrm{erfc}\!\left(\frac{z}{2\ell}\right).
\end{equation}
At $z=\ell$ the rise is still $0.48\,T_0$, so for a suddenly heated face $\ell$ marks the half-way depth and is not a sharp front. For a face whose temperature rises linearly in time, the rise at $z=\ell$ is only 0.28 of the face value. The heat stored per area follows from an integration by parts, whose boundary term vanishes:
\begin{equation}
C_{\rm ox}T_0\ell\int_0^\infty f\,d\eta
=-C_{\rm ox}T_0\ell\int_0^\infty\eta f'\,d\eta
=\frac{C_{\rm ox}T_0\ell}{\sqrt\pi}\int_0^\infty\eta\,e^{-\eta^2/4}d\eta
=\frac{2}{\sqrt\pi}\,C_{\rm ox}T_0\ell .
\end{equation}
The factor $2/\sqrt\pi=1.13$ supports the picture of a shell of thickness $\ell$.

\subsection{Metal heated at constant power}

The face of a real line is not held at a fixed temperature; it warms during the pulse. Let the power density $p=\rho j^2$ be constant from $t=0$, with resistivity $\rho$ and current density $j$. Without losses, $C_m\,dT/dt=p$ gives
\begin{equation}
T_{\rm ad}=\frac{\rho j^2t}{C_m}.
\label{eq:ad}
\end{equation}
At given $\rho$ and $j$ this does not depend on the size of the metal.

For the losses, assume that the metal has a uniform temperature $T(t)$, that contact with the oxide is perfect, and that the oxide next to each face behaves as a flat, thick layer. Per unit length of line,
\begin{equation}
C_mA\frac{dT}{dt}=pA-Pq,
\label{eq:balance}
\end{equation}
where $q$ is the flux into the oxide. Take Laplace transforms, marked by a hat, with variable $s$. In the oxide, which starts at zero rise, (\ref{eq:heat}) becomes $s\hat T=D\,\partial_z^2\hat T$. Its decaying solution is proportional to $e^{-z\sqrt{s/D}}$, so at the face
\begin{equation}
\hat q=-k\,\partial_z\hat T\big|_{z=0}=k\sqrt{\frac sD}\,\hat T=\sqrt{kC_{\rm ox}s}\;\hat T .
\label{eq:flux}
\end{equation}
The transform of the constant $p$ is $p/s$. Inserting this in (\ref{eq:balance}) and dividing by $C_mA$,
\begin{equation}
\left(s+b\sqrt s\right)\hat T=\frac{p}{C_ms},
\qquad b=\frac{P\sqrt{kC_{\rm ox}}}{AC_m}.
\end{equation}
Because $\sqrt{kC_{\rm ox}}=C_{\rm ox}\sqrt D$, the combination $b\sqrt t$ is the $x$ of (\ref{eq:x}). The back-of-envelope ratio is therefore the only parameter of this model.

Expand for large $s$ as a geometric series in $b/\sqrt s$:
\begin{equation}
\hat T=\frac{p}{C_m}\,\frac{1}{s^2(1+b/\sqrt s)}
=\frac{p}{C_m}\sum_{m=0}^\infty(-b)^m s^{-2-m/2}.
\end{equation}
The inverse transform of $s^{-2-m/2}$ is $t^{1+m/2}/\Gamma(2+m/2)$. Taking out $pt/C_m=T_{\rm ad}$ leaves
\begin{equation}
\frac{T}{T_{\rm ad}}=F(x)=\sum_{m=0}^\infty\frac{(-x)^m}{\Gamma(2+m/2)} .
\label{eq:series}
\end{equation}

To sum the series, define $g(x)=\sum_{n=0}^\infty(-x)^n/\Gamma(1+n/2)$. Setting $n=m+2$ in (\ref{eq:series}) shows that $x^2F$ is $g$ without its first two terms, which are $1$ and $-x/\Gamma(3/2)=-2x/\sqrt\pi$. Differentiate $g$ term by term, using $\Gamma(1+n/2)=(n/2)\Gamma(n/2)$. The $n=1$ term gives $-2/\sqrt\pi$ and the remaining terms add up to $2xg$:
\begin{equation}
g'=2xg-\frac{2}{\sqrt\pi}
\quad\Rightarrow\quad
\frac{d}{dx}\left(e^{-x^2}g\right)=-\frac{2}{\sqrt\pi}e^{-x^2}.
\end{equation}
With $g(0)=1$ this integrates to $e^{-x^2}g=1-\mathrm{erf}\,x=\mathrm{erfc}\,x$. Therefore
\begin{equation}
F(x)=\frac{e^{x^2}\mathrm{erfc}(x)-1+2x/\sqrt\pi}{x^2}.
\label{eq:F}
\end{equation}

\subsection{Two limits}

For small $x$, the series (\ref{eq:series}) with $\Gamma(5/2)=3\sqrt\pi/4$ and $\Gamma(3)=2$ gives
\begin{equation}
1-F(x)=\frac{4x}{3\sqrt\pi}-\frac{x^2}{2}+\dots\approx0.75\,x .
\label{eq:small}
\end{equation}
This is the fraction of the heat that has left the metal. The coefficient is smaller than the 1.13 of a suddenly heated face because the temperature builds up steadily during the pulse, so that each later increment has had less time to send heat into the oxide.

For large $x$, $e^{x^2}\mathrm{erfc}(x)$ tends to zero and $F\to2/(\sqrt\pi x)$. Then
\begin{equation}
T\to\frac{pt}{C_m}\,\frac{2}{\sqrt\pi\,b\sqrt t}
=\frac{2pA}{P}\sqrt{\frac{t}{\pi kC_{\rm ox}}} .
\end{equation}
The heat capacity of the metal has dropped out: the metal merely passes its power on to the oxide. For a wide film this limit is useful only when $x$ is really large: it is about 10\% too high at $x\approx9$, and 73\% too high for a film 20 nm thick at 1 ns, where $x\approx1.4$. For a narrow line it is of little use, because $\ell$ then exceeds the line's own dimensions and the oxide layers are no longer flat.

\section{Comparison}

\subsection{The narrow line}

The heat equation was also solved numerically, without use of (\ref{eq:F}). For a wide copper slab 20 nm thick, where the oxide really is flat, the formula gives $F=0.473$ and the numerical solution 0.474.

For the $20\times40$ nm line, (\ref{eq:F}) gives $F(2.06)=0.37$, while the two-dimensional solution gives 0.284, with a discretisation uncertainty of about 0.001. The formula is about 30\% too high relative to the two-dimensional value. It counts the oxide facing each side but leaves out the oxide beyond the four corners, which draws additional heat. The crude $1/(1+x)=0.33$ lies closer, but not for a good reason: it also omits the corners, and partly makes up for this by placing the whole shell at the metal's temperature.

In kelvin, with a rough resistivity of $6.0\ \mathrm{\mu\Omega\,cm}$ for so narrow a line, (\ref{eq:ad}) gives
\begin{equation}
T_{\rm ad}=\frac{6.0\times10^{-8}\times(10^{12})^2\times10^{-9}}{3.45\times10^{6}}\ \mathrm K=17.4\ \mathrm K,
\qquad T=0.284\times17.4\ \mathrm K\approx4.9\ \mathrm K .
\end{equation}

\subsection{Micrometre-thick metal}

For the film, (\ref{eq:small}) gives a loss of $0.75\times0.0275\approx2.1\%$; the full formula gives 2.03\% and the numerical solution 1.99\%. A square line with 1 µm sides has twice the $P/A$ and loses 3.9\% in the two-dimensional solution.

With the same current density and pulse, but the lower resistivity $1.8\ \mathrm{\mu\Omega\,cm}$, the film's adiabatic rise is 5.2 K and its actual rise 5.1 K. That the line and the film end up almost equally warm is a coincidence of these inputs: the line receives 3.3 times the power density and keeps 0.284 of the heat. As long as the material properties are constant, the ratios $T/T_{\rm ad}$, which decide whether heating is adiabatic, do not depend on the power.

One assumption needs a second look. In 1 ns heat diffuses about 340 nm in the film's copper, less than the half-thickness of 500 nm, so the film is not uniform in temperature. To see why this matters little, treat the copper near one face as thick and let $u$ be the amount by which its surface lags behind $T_{\rm ad}$. The lag obeys the same diffusion law as (\ref{eq:flux}), with the metal's conductivity $k_m$. Equating the fluxes on the two sides,
\begin{equation}
\sqrt{k_mC_ms}\;\hat u=\sqrt{kC_{\rm ox}s}\,\left(\hat T_{\rm ad}-\hat u\right)
\;\Rightarrow\;
\frac{u}{T_{\rm ad}}=\frac{\sqrt{kC_{\rm ox}}}{\sqrt{k_mC_m}+\sqrt{kC_{\rm ox}}}\approx0.04
\end{equation}
for $k_m=407\ \mathrm{W/(m\,K)}$, the value that the Wiedemann--Franz law gives at 300 K for the film's resistivity. Heat is generated throughout the copper, and the oxide can pull the surface only about 4\% below the adiabatic value. The film therefore stays nearly adiabatic without having to be isothermal.

\subsection{How long the approximation lasts}

``Adiabatic'' describes a metal together with a pulse length. Allow a loss of 10\%: $F(x)=0.9$ at $x=0.146$. Since $x\propto\sqrt t$,
\begin{equation}
t_{10}=1\ \mathrm{ns}\times\left(\frac{0.146}{x(1\ \mathrm{ns})}\right)^2 ,
\end{equation}
which grows as $(A/P)^2$. The film reaches this loss after 28 ns, where the numerical solution gives $T/T_{\rm ad}=0.9005$. This time assumes constant properties and so applies to currents well below that of the example: at $100\ \mathrm{MA/cm^2}$ the film would by then be some 130 K warmer even at fixed resistivity, enough to raise the resistivity by about half. The narrow line reaches it after 5 ps if contact is perfect. Conversely, at 1 ns a wide film between two thick oxide layers loses less than 10\% if it is thicker than about $1000/\sqrt{28.2}\approx190$ nm.

\section{Real interconnects}

The line's dimensions are in the range of narrow on-chip copper wiring. The current density is not: $100\ \mathrm{MA/cm^2}$ is far above continuous operating levels and stands for a short overload. Real lines also depart from perfect contact with isolated, dense oxide. The two-dimensional solution gives these values of $T/T_{\rm ad}$ for the narrow line at 1 ns, against 0.284 for the basic case:
\begin{itemize}
\item 0.43 with a rough interface resistance of $10^{-8}\ \mathrm{m^2K/W}$, equivalent to 14 nm of oxide;
\item 0.51 in a porous low-k dielectric, with rough values $0.4\ \mathrm{W/(m\,K)}$ and $1.2\times10^{6}\ \mathrm{J/(m^3K)}$;
\item 0.41 in a wide row of such lines, 20 nm apart and all pulsed at the same time, so that the oxide between them is shared;
\item 0.635 with all three together;
\item 0.26 in oxide near 400 K, where $\ell$ is about 28 nm.
\end{itemize}
The basic figure can thus more than double, yet in these cases the adiabatic estimate remains too high by a factor between about 1.6 and 3.9; a poorer dielectric or a larger interface resistance would bring the factor closer to 1. The interface resistance also lengthens the line's 10\% time from 5 ps to about 65 ps, still far below 1 ns. Barrier layers inside the line's cross-section are not included.

For the film, the interface resistance lowers the loss from 2.0\% to 1.2\%. Another neglected effect is of similar size: warming raises the film's resistivity by about 1.9\% by the end of the pulse, and with it the heating power at fixed current. Since this increase grows nearly linearly in time, it adds about 1\% to the heat generated. Both effects make the film warmer, and together they amount to nearly 2\%, so a calculation meant to be accurate to 1\% cannot leave out both.

Two distances limit the geometry. With the conductivity of about $120\ \mathrm{W/(m\,K)}$ that the Wiedemann--Franz law gives for the narrow line, heat would spread about 190 nm along it in 1 ns if none were lost to the oxide, and it spreads less far with that loss. The results therefore hold for lines much longer than 190 nm, away from their ends. In suddenly heated oxide 1.7\% of the surface rise is left at a depth of 100 nm, so a substrate at that distance has little influence during the pulse; one much closer than $\ell$ would not be negligible. The simulated values quoted here are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Oxide thermal conductivity: 1.4 W/(m K)
Oxide density: 2200 kg/m^3
Oxide specific heat: 730 J/(kg K)
Oxide heat capacity per volume: 1.606 MJ/(m^3 K)
Copper heat capacity per volume: 3.45 MJ/(m^3 K)
Oxide diffusivity: 8.717e-07 m^2/s
Pulse length: 1 ns
Diffusion length sqrt(Dt): 29.5 nm
Alternative convention 2 sqrt(Dt): 59.1 nm
Step-heated oxide: rise left at depth ell: 0.480
Step-heated oxide: stored heat/(C_ox ell T0): 1.128
Line width: 20 nm
Line height: 40 nm
Film thickness and square side: 1000 nm
x, 20 nm line: 2.062
x, 1 um film: 0.0275
x, 1 um square line: 0.0550
Rise/adiabatic, 20 nm slab, formula: 0.4734
Rise/adiabatic, 20 nm slab, heat equation: 0.4740
Rise/adiabatic, line, flat formula: 0.371
Rise/adiabatic, line, 2D: 0.284
Same, finer grid: 0.284
Heat lost, film, 0.75x rule: 2.07 %
Heat lost, film, formula: 2.03 %
Heat lost, film, heat equation: 1.99 %
Heat lost, film, with interface: 1.21 %
Heat lost, 1 um square, 2D: 3.94 %
x at 10 % loss: 0.1459
Time to 10 % loss, film: 28.2 ns
Rise/adiabatic at that time, heat equation: 0.9005
Time to 10 % loss, line, perfect contact: 5.0 ps
Time to 10 % loss, line, with interface: 65 ps
Current density: 100 MA/cm^2
Resistivity, line: 6.0 uOhm cm
Resistivity, film: 1.8 uOhm cm
Adiabatic rise, line: 17.39 K
Actual rise, line, 2D: 4.94 K
Adiabatic rise, film: 5.22 K
Actual rise, film: 5.11 K
Interface resistance: 1.0e-08 m^2 K/W
Oxide thickness of equal resistance: 14.0 nm
Line ratio with interface: 0.432
Low-k thermal conductivity: 0.4 W/(m K)
Low-k heat capacity per volume: 1.20 MJ/(m^3 K)
Line ratio in low-k: 0.507
Diffusion length, oxide near 400 K: 27.7 nm
Line ratio, oxide near 400 K: 0.260
Line ratio, neighbours 20 nm away pulsed too: 0.409
Line ratio, low-k + interface + neighbours: 0.635
Resistivity increase at pulse end, line: 0.56 %
Resistivity increase at pulse end, film: 1.93 %
Thermal conductivity, line metal: 122 W/(m K)
Thermal conductivity, film metal: 407 W/(m K)
Diffusion length along line metal: 188 nm
Diffusion length in film metal: 344 nm
Step-heated oxide: rise left at 100 nm: 1.7 %
\end{verbatim}
